# Current between two leads from the Green function of the device

A finite device D is connected to two semi-infinite periodic leads, L and R. Electrons do not interact with each other or with vibrations, the Hamiltonian $H$ is static, and the local basis is orthonormal. The leads are not coupled directly; if they were, the sites involved would be moved into D. Spin is part of the basis, so no factor of two for spin is added anywhere.

Let $H_D$, $H_L$, $H_R$ be the diagonal blocks of $H$ and $W_a=H_{Da}$ the block that takes lead $a=L,R$ into the device, so that $H_{aD}=W_a^\dagger$. The isolated leads are assumed to have continuous spectra, without surface bound states. The task is to find the steady current using matrices of the size of the device, and to apply the result to a small spin valve.

## (a) Eliminate the leads

**Find the device block of $\mathcal G(z)=(z-H)^{-1}$ for $\mathrm{Im}\,z>0$.**

**Solution.** The device column of $(z-H)\mathcal G=1$ reads

$$(z-H_a)\mathcal G_{aD}-W_a^\dagger\mathcal G_{DD}=0,\qquad (z-H_D)\mathcal G_{DD}-\sum_a W_a\mathcal G_{aD}=1 .$$

There is one lead equation for each $a$, because $H_{LR}=0$. With $g_a=(z-H_a)^{-1}$ it gives $\mathcal G_{aD}=g_aW_a^\dagger\mathcal G_{DD}$. Inserting this in the device equation yields

$$G\equiv\mathcal G_{DD}=(z-H_D-\Sigma_L-\Sigma_R)^{-1},\qquad \Sigma_a=W_ag_aW_a^\dagger .$$

No approximation was made: the infinite leads enter through the self-energies $\Sigma_a$. From here on $z=E+i0$, the retarded limit, in which waves generated at the contacts travel or decay away from the device.

The self-energies are not Hermitian. Define $\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)$ and $\Gamma=\Gamma_L+\Gamma_R$. Then $G^{-1}-(G^\dagger)^{-1}=-(\Sigma-\Sigma^\dagger)=i\Gamma$, where $\Sigma=\Sigma_L+\Sigma_R$. Here the term $z-z^*=2i0$ was dropped. This is allowed wherever $G$ is finite, that is, at every energy except that of a bound state of the connected system, taken up in (h). Multiplying by $G$ on one side and $G^\dagger$ on the other, in either order, gives

$$G-G^\dagger=-iG\Gamma G^\dagger=-iG^\dagger\Gamma G. \tag{1}$$

## (b) The self-energy of a chain

**A lead is a chain with site energy $\varepsilon$ and hopping $-t$, where $t>0$. Its surface site couples to one device site by $-t_c$. Find $\Sigma$ and $\Gamma$.**

**Solution.** Removing the surface site leaves the same semi-infinite chain. Applying (a) to that one site gives, for the surface element $g$,

$$g=\frac1{E-\varepsilon-t^2g}\quad\Rightarrow\quad t^2g^2-(E-\varepsilon)g+1=0 .$$

Inside the band write $E=\varepsilon-2t\cos k$ with $0<k<\pi$. The roots are $g=-(\cos k\pm i\sin k)/t$. Since $g(z)$ is a sum of terms $|\phi|^2/(z-E')$ with positive weights, its imaginary part is negative for $\mathrm{Im}\,z>0$. This selects

$$g=-\frac{e^{ik}}t,\qquad \Sigma=-\frac{t_c^2}{t}e^{ik},\qquad \Gamma=\frac{2t_c^2}{t}\sin k=\frac{t_c^2}{t^2}\,\hbar v,$$

where $\hbar v=dE/dk=2t\sin k$. Thus $\Gamma$ measures how fast the lead carries electrons away. Outside the band both roots are real, and their product is $1/t^2$. The one with $t|g|<1$ applies, because $g$ must fall off as $1/E$ far from the band. Hence $\Gamma=0$: the lead shifts the device energies but carries nothing off.

## (c) One electron arriving from the left

**Let $\phi$ be an eigenstate of the isolated left lead with energy $E$. Find the state it becomes when the device is attached, and the rate at which it delivers probability to R.**

**Solution.** Write the left-lead part as $\phi+\chi$. Because $(E-H_L)\phi=0$, the lead equations are

$$(E-H_L)\chi=W_L^\dagger\psi_D,\qquad (E-H_R)\psi_R=W_R^\dagger\psi_D .$$

Their retarded solutions are $\chi=g_LW_L^\dagger\psi_D$ and $\psi_R=g_RW_R^\dagger\psi_D$. The device equation $(E-H_D)\psi_D=W_L(\phi+\chi)+W_R\psi_R$ becomes

$$(E-H_D-\Sigma_L-\Sigma_R)\psi_D=W_L\phi\quad\Rightarrow\quad\psi_D=GW_L\phi .$$

For the flow into R, use $i\hbar\,\dot\psi_R=H_R\psi_R+W_R^\dagger\psi_D$. In $d(\psi_R^\dagger\psi_R)/dt$ the Hermitian $H_R$ cancels, leaving

$$J=\frac1{i\hbar}\left(\psi_R^\dagger W_R^\dagger\psi_D-\text{c.c.}\right)=\frac2\hbar\,\mathrm{Im}\left(\psi_R^\dagger W_R^\dagger\psi_D\right).$$

This is the flux through the contact, and it remains finite for an extended stationary state. Inserting $\psi_R^\dagger=\psi_D^\dagger W_Rg_R^\dagger$ gives $\psi_R^\dagger W_R^\dagger\psi_D=\psi_D^\dagger\Sigma_R^\dagger\psi_D$. Its imaginary part is $\psi_D^\dagger(\Sigma_R^\dagger-\Sigma_R)\psi_D/2i=\psi_D^\dagger\Gamma_R\psi_D/2$, because $\Sigma_R^\dagger-\Sigma_R=i\Gamma_R$. Hence

$$J=\frac1\hbar\,\psi_D^\dagger\Gamma_R\psi_D. \tag{2}$$

## (d) The steady current

**The leads were filled separately, with Fermi functions $f_L$ and $f_R$, before being connected. Find the net electron rate from L to R.**

**Solution.** At long times, unitary evolution turns each lead state $\phi_q$ into a scattering state of the same energy and normalisation, so the occupation is carried over. Electrons that were in the device at the start leak out into the leads, apart from any part held in a bound state, and do not contribute to the steady rate. If the connected system has a bound state, of energy $E_b$, part of $\phi_q$ also remains in it. The interference of the two parts oscillates as $e^{-i(E_q-E_b)t'/\hbar}$ with time $t'$ and dies out in the sum over the continuous energies $E_q$; the bound state itself is taken up in (h). The filled lead states have no phase relation, whether they belong to the same lead or not, so their rates add.

The sum over $q$ follows from $g_L=\sum_q\phi_q\phi_q^\dagger/(E+i0-E_q)$ and $1/(x+i0)-1/(x-i0)=-2\pi i\,\delta(x)$:

$$i(g_L-g_L^\dagger)=2\pi\sum_q\delta(E-E_q)\,\phi_q\phi_q^\dagger .$$

Placing this between $W_L$ and $W_L^\dagger$ gives

$$\Gamma_L=2\pi\sum_q\delta(E-E_q)\,W_L\phi_q\phi_q^\dagger W_L^\dagger .$$

So $\Gamma_L$ has no negative eigenvalues. With (2) and $\psi_D=GW_L\phi_q$, the states from L deliver

$$\frac1\hbar\sum_q f_L(E_q)\,\phi_q^\dagger W_L^\dagger G^\dagger\Gamma_RGW_L\phi_q=\frac1h\int dE\,f_L\,\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger],$$

where $2\pi\hbar=h$ and the trace was permuted cyclically. Exchanging L and R, the states from R deliver to L the rate $(1/h)\int dE\,f_R\,\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$.

The two traces are equal. Multiply the two right-hand forms in (1) by $\Gamma_L$ and take the trace:

$$\mathrm{Tr}[\Gamma_LG(\Gamma_L+\Gamma_R)G^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger(\Gamma_L+\Gamma_R)G].$$

The terms with two factors $\Gamma_L$ are cyclic permutations of each other and cancel. What remains is $\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. Time-reversal symmetry was not used. The net rate is therefore

$$\boxed{\;\dot N_{L\to R}=\frac1h\int dE\,T(E)\,(f_L-f_R),\qquad T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]\;}\tag{3}$$

The electric current has magnitude $e\dot N$ and points against the electron flow. At zero temperature and small voltage $V$, the difference $f_L-f_R$ is one in a window of width $eV$. The conductance is then $(e^2/h)\,T(E_F)$, with $E_F$ the Fermi energy.

## (e) Why $T$ is a transmission

**Show for chain leads that $T$ is the transmitted flux per incident flux, summed over incident channels, and that no channel transmits more than it receives.**

**Solution.** Number the left-lead sites $j=0,1,\dots$ away from the device. Let channel $m$ have the orthonormal internal vector $\chi_m$ (here a spinor) and wave number $k_m$. A unit wave moving towards the device, reflected at the end of the isolated lead, is

$$\phi_j=\chi_m\left(e^{-ik_mj}-e^{2ik_m}e^{ik_mj}\right).$$

It vanishes at the missing site $j=-1$. At the surface $|1-e^{2ik_m}|^2=4\sin^2k_m$, and the incident flux is $v_m=2t\sin k_m/\hbar$. Dividing (2) by $v_m$ gives

$$T_m=\frac{4\sin^2k_m}{2t\sin k_m}\,\chi_m^\dagger W_L^\dagger G^\dagger\Gamma_RGW_L\chi_m ,$$

where $W_L$ now denotes its part acting on the surface site. By (b), $\Gamma_L=\sum_m(2\sin k_m/t)\,W_L\chi_m\chi_m^\dagger W_L^\dagger$ over open channels, so $\sum_mT_m=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]=T$.

For the bound, define

$$s=\Gamma_R^{1/2}G\Gamma_L^{1/2},\qquad A=\Gamma_L^{1/2}G\Gamma_L^{1/2},\qquad r=1-iA .$$

Then $r^\dagger r=1-i(A-A^\dagger)+A^\dagger A$. The second form in (1) gives $-i(A-A^\dagger)=-\Gamma_L^{1/2}G^\dagger(\Gamma_L+\Gamma_R)G\Gamma_L^{1/2}=-A^\dagger A-s^\dagger s$. Therefore

$$r^\dagger r+s^\dagger s=1 .$$

The eigenvalues of $s^\dagger s$ lie between 0 and 1, and their sum is $T$. To reach the single channels, let the vectors $(2\sin k_m/t)^{1/2}W_L\chi_m$ be the columns of a matrix $B$. Then $\Gamma_L=BB^\dagger$, and the polar decomposition gives $B=\Gamma_L^{1/2}V$, where no column of $V$ is longer than one. Hence

$$T_m=(B^\dagger G^\dagger\Gamma_RGB)_{mm}=(V^\dagger s^\dagger s\,V)_{mm}\le1 .$$

The sum $T$ may exceed one when several channels are open.

These statements were tested on a three-site device with a random complex Hamiltonian and noncollinear magnetic leads. Direct matching of lattice waves, without Green functions, gave the same $T$: 1.1933 with two open channels at $E=0$, and 0.8620 with one at $E=-1$ eV.

## (f) A spin valve

**The device is one nonmagnetic level at $\varepsilon_d=-0.6$ eV. The leads are ferromagnetic chains with $t=1$ eV, $t_c=0.4$ eV and band centres 0 (majority) and 1.6 eV (minority). Find the conductance at $E_F=0$ for parallel and antiparallel magnetizations.**

**Solution.** These are round model parameters. From $\cos k=(\varepsilon-E)/2t$, the majority has $\cos k=0$, $\sin k=1$, and the minority $\cos k=0.8$, $\sin k=0.6$. With $t_c^2/t=0.16$ eV,

$$\Sigma_{\rm maj}=-0.16i,\quad\Gamma_{\rm maj}=0.32;\qquad \Sigma_{\rm min}=-0.128-0.096i,\quad\Gamma_{\rm min}=0.192\quad(\text{eV}).$$

For collinear magnetizations each spin is separate, with $G=1/(0.6-\Sigma_L-\Sigma_R)$ in eV$^{-1}$ and $T=\Gamma_L\Gamma_R|G|^2$.

- Parallel, majority: $T=0.32^2/(0.6^2+0.32^2)=0.22145$.
- Parallel, minority: $T=0.192^2/(0.856^2+0.192^2)=0.04790$.
- Antiparallel, each spin: $T=0.32\times0.192/(0.728^2+0.256^2)=0.10317$.

The totals are $T_P=0.26935$ and $T_{AP}=0.20634$. Multiplication by $e^2/h=38.74$ µS gives 10.43 and 7.99 µS. The magnetoresistance $(T_P-T_{AP})/T_{AP}$ is 30.5 %.

Two effects suppress the parallel minority channel: its velocity is lower, and the real parts of its self-energies move the level further from $E_F$, from 0.6 to 0.856 eV.

## (g) Magnetizations at an angle

**Is the conductance linear in $\cos\theta$, where $\theta$ is the angle between the magnetizations?**

**Solution.** Let $\mathbf n_L,\mathbf n_R$ be the majority directions, $\mathbf b=\mathbf n_L+\mathbf n_R$, and $\boldsymbol\sigma$ the Pauli matrices. Then $\Sigma_a=s_0+s_1\mathbf n_a\cdot\boldsymbol\sigma$ and $\Gamma_a=\gamma_0+\gamma_1\mathbf n_a\cdot\boldsymbol\sigma$, where subscripts 0 and 1 denote half the sum and half the difference of majority and minority values. With $a_0=E-\varepsilon_d-2s_0$ and $b^2=2(1+\cos\theta)$,

$$G=(a_0-s_1\mathbf b\cdot\boldsymbol\sigma)^{-1}=\frac{a_0+s_1\mathbf b\cdot\boldsymbol\sigma}{\Delta},\qquad \Delta=a_0^2-s_1^2b^2 .$$

Now expand $|\Delta|^2T$ in $\gamma_0,\gamma_1$, using $\mathbf n_a\cdot\mathbf b=b^2/2$:

- The $\gamma_0^2$ term is $2\gamma_0^2(|a_0|^2+|s_1|^2b^2)$.
- The two $\gamma_0\gamma_1$ terms are equal and add to $4\gamma_0\gamma_1b^2\,\mathrm{Re}(a_0s_1^*)$.
- In the $\gamma_1^2$ term, traces of three Pauli matrices vanish because $\mathbf n_L,\mathbf n_R,\mathbf b$ are coplanar. Also $(\mathbf b\cdot\boldsymbol\sigma)(\mathbf n_R\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=b^2(\mathbf b-\mathbf n_R)\cdot\boldsymbol\sigma=b^2\,\mathbf n_L\cdot\boldsymbol\sigma$. The term is $2\gamma_1^2(|a_0|^2\cos\theta+|s_1|^2b^2)$.

Every term is linear in $\cos\theta$, but the denominator $|\Delta|^2$ also depends on the angle. The conductance is therefore not linear in general. Here the denominator hardly changes: from the denominators in (f), $|\Delta|^2$ is $0.4624\times0.7696=0.3559$ eV⁴ for parallel and $0.59552^2=0.3546$ eV⁴ for antiparallel magnetizations. Since $|\Delta|^2$ is quadratic in $\cos\theta$, the middle must be checked as well: with $a_0=0.728+0.256i$ eV and $s_1=0.064-0.032i$ eV, $|a_0^2-2s_1^2|^2=0.3551$ eV⁴ at 90°. The departure at 90° is therefore slight: $T=0.23797$, against $0.23785$ for the mean of the parallel and antiparallel values.

## (h) Finite bias and the approach to the steady state

**Take chemical potentials $\pm0.05$ eV and $k_BT_e=0.025$ eV, with $T_e$ the electron temperature. Find the currents, and decide when (3) describes the actual flow.**

**Solution.** Integrating (3) gives 1.050, 0.925 and 0.799 µA at 0°, 90° and 180°. Conductance times 0.1 V would give 1.043, 0.922 and 0.799 µA, so the response is nearly linear here. The bands were held fixed; a real voltage also shifts potentials in the device and leads, which requires a self-consistent $H$.

A direct time evolution at 90° tests the steady-state argument. Each lead has 260 sites, and the device starts empty. After 3.3 fs the rate into R is $-0.048$ eV/$\hbar$, while L loses electrons at $+0.051$ eV/$\hbar$: both leads are filling the level. After 131.6 fs both rates are 0.0038014 eV/$\hbar$, equal to the value from (3) to the digits printed. The fastest electrons, with speed $2t/\hbar$ in sites per unit time, need $260\,\hbar/t\approx171$ fs to reach a far end and return, so the finite length is not yet felt.

The leads do not determine the occupation of every state. For parallel magnetizations the minority band starts at $-0.4$ eV, and $E-\varepsilon_d-2\Sigma_{\rm min}(E)=0$ has a solution at $-0.775$ eV. Diagonalizing the finite lattice gives the same energy. The amplitude of this bound state falls off with distance into both leads, and no incoming wave fills it, so its occupation depends on the history. Since $\Gamma_{\rm min}=0$ there, (2) gives it no steady current. With two or more bound states, a superposition retains phases $e^{-i(E_1-E_2)t'/\hbar}$ at time $t'$, and the current through a contact can keep oscillating about its steady part.

Equation (3) also fails when electrons exchange energy inside the device, through vibrations or through interactions beyond a static mean field. An electron may then enter at one energy and leave at another, and in general the current is no longer given by one function $T(E)$ multiplying $f_L-f_R$.

## Computed values

```
General three-site device, trace formula against wave matching
  E =  0.0 eV, open channels 2: trace 1.19334339, waves 1.19334339
  E = -1.0 eV, open channels 1: trace 0.86196495, waves 0.86196495
  E =  2.5 eV, open channels 1: trace 0.08208892, waves 0.08208892
Elimination: largest error in G = 2.9e-12 1/eV
Spin valve: lead hopping 1.0 eV, contact hopping 0.4 eV
  band centres: majority 0.0 eV, minority 1.6 eV
  device level -0.6 eV; the values below are at E = 0 eV
  majority: Sigma of one lead = 0.0000 -0.1600i eV, Gamma = 0.3200 eV
  minority: Sigma of one lead = -0.1280 -0.0960i eV, Gamma = 0.1920 eV
  parallel, spin up: G = 1.2976 -0.6920i 1/eV, T = 0.22145
  parallel, spin down: G = 1.1123 -0.2495i 1/eV, T = 0.04790
  antiparallel, spin up: G = 1.2225 -0.4299i 1/eV, T = 0.10317
  antiparallel, spin down: G = 1.2225 -0.4299i 1/eV, T = 0.10317
Conductance unit e^2/h = 38.7405 microsiemens
  angle   0 deg: T = 0.26935, conductance = 10.435 microsiemens
  angle  90 deg: T = 0.23797, conductance = 9.219 microsiemens
  angle 180 deg: T = 0.20634, conductance = 7.994 microsiemens
  mean of T at 0 and 180 deg = 0.23785
  magnetoresistance (T_P - T_AP)/T_AP = 30.54 percent
Bias: mu_L = 0.05 eV, mu_R = -0.05 eV, kT = 0.025 eV
  angle   0 deg: rate = 0.0043134 eV/hbar, current = 1.0499 microampere
  angle  90 deg: rate = 0.0038014 eV/hbar, current = 0.9253 microampere
  angle 180 deg: rate = 0.0032836 eV/hbar, current = 0.7993 microampere
Left surface occupation, majority: integral 0.515910, eigenstate sum 0.515910
Left surface occupation, minority: integral 0.062053, eigenstate sum 0.062053
Time evolution at 90 deg, 260 sites in each lead
  time   3.29 fs: into R -0.0480008, out of L 0.0506910 eV/hbar
  time  13.16 fs: into R -0.0035276, out of L 0.0118528 eV/hbar
  time  39.49 fs: into R 0.0035054, out of L 0.0041005 eV/hbar
  time 131.64 fs: into R 0.0038014, out of L 0.0038014 eV/hbar
Minority band bottom = -0.4000 eV
Parallel minority bound state: pole -0.775054 eV, lattice -0.775054 eV
```
